# Density of states of a massive Dirac sheet

## Result

A two-dimensional sheet with massive Dirac bands has band edges at \(\pm M\), where the energy \(E\) is measured from midgap and the gap is \(2M\). Its density of states per unit area and unit energy is

\[
g(E)=\begin{cases}\dfrac{g_d\,|E|}{2\pi(\hbar v)^2}, & |E|>M,\\[2mm] 0, & |E|<M.\end{cases}
\tag{1}
\]

Here \(v\) is the Dirac velocity and \(g_d\) is the number of identical copies of the bands (spin times valley). At the edge the density jumps from zero to \(g_dM/[2\pi(\hbar v)^2]\). Beyond the edge it follows a straight line that, extended backwards, passes through midgap and not through the band edge.

The sheet is taken as infinite, clean and free of applied fields, with electron interactions entering at most through the values of \(v\) and \(M\). Energies are in eV and lengths in nm, so \(\hbar v\) is in eV nm.

## Hamiltonian and bands

Near a band extremum, let \(\mathbf k=(k_x,k_y)\) be the wave vector measured from it. For one spin and the valley \(\tau=\pm1\),

\[
H=\hbar v(\tau k_x\sigma_x+k_y\sigma_y)+M\sigma_z,\qquad M>0 .
\]

The Pauli matrices act on two basis orbitals, whose energies at \(k=0\) are \(\pm M\). The velocity is taken as isotropic, and terms of order \(k^2\) are left out for now.

Write \(H=\mathbf d\cdot\boldsymbol\sigma\) with \(\mathbf d=(\tau\hbar vk_x,\hbar vk_y,M)\). Different Pauli matrices anticommute, and each squares to one. The cross terms in \(H^2\) therefore cancel in pairs:

\[
H^2=(d_x^2+d_y^2+d_z^2)\,\mathbb 1=\left[(\hbar vk)^2+M^2\right]\mathbb 1 ,
\]

where \(\tau^2=1\) was used. Each eigenvalue is thus plus or minus the root of the bracket. Since \(\operatorname{Tr}H=0\), the two eigenvalues have opposite signs:

\[
E_\pm(k)=\pm\sqrt{(\hbar vk)^2+M^2}.
\tag{2}
\]

Both valleys have the same bands. Without spin-orbit splitting both spins do too, and then \(g_d=4\).

## Counting the states

Take a square of side \(L\) with periodic boundaries. The allowed wave vectors form a grid of spacing \(2\pi/L\), so each occupies an area \((2\pi/L)^2\) in the \(k\) plane. For large \(L\), the number of states of one band and one copy inside a circle of radius \(k\), per unit area of sheet, is

\[
\frac{1}{L^2}\,\frac{\pi k^2}{(2\pi/L)^2}=\frac{k^2}{4\pi}.
\]

In the upper band the energy rises with \(k\), so the states below \(E\) fill the circle with \(k^2=(E^2-M^2)/(\hbar v)^2\). With all copies included,

\[
N(E)=\frac{g_d}{4\pi}\,\frac{E^2-M^2}{(\hbar v)^2},\qquad E>M .
\tag{3}
\]

The density of states is the derivative:

\[
g(E)=\frac{dN}{dE}=\frac{g_d}{4\pi(\hbar v)^2}\,2E=\frac{g_dE}{2\pi(\hbar v)^2}.
\]

The lower band is the mirror image of the upper one, so \(g(-E)=g(E)\), which gives the modulus in (1). Because \(N(E)\) starts continuously from zero at \(E=M\), its derivative has a jump there but no delta function.

## Where the step and the line come from

A ring of radius \(k\) and width \(dk\) holds \(g_dk\,dk/(2\pi)\) states per area, hence

\[
g=\frac{g_d}{2\pi}\,\frac{k}{dE/dk}.
\]

Differentiating \(E^2=(\hbar vk)^2+M^2\) gives \(2E\,dE/dk=2(\hbar v)^2k\), or

\[
\frac{dE}{dk}=\frac{(\hbar v)^2k}{E}.
\tag{4}
\]

Towards the edge the ring shrinks in proportion to \(k\), and so does the slope of the band. Their ratio stays finite, and this is the step. The same cancellation occurs at any two-dimensional band edge where the energy starts as a nonzero multiple of \(k^2\).

The straight line is more special. It follows because \(E^2\), with \(E\) counted from midgap, is linear in \(k^2\). With energy counted from the edge, \(\epsilon=E-M\), the same law reads

\[
g=\frac{g_d}{2\pi(\hbar v)^2}\,(M+\epsilon),
\]

a constant plus a linear term.

At fixed \(v\) the slope does not contain \(M\). A gap opened in a gapless cone therefore leaves the density unchanged at every \(|E|>M\), although the interval inside the gap has been emptied. The missing states have not been lost. A state at \(\varepsilon_0=\hbar vk\) moves up to \(\sqrt{\varepsilon_0^2+M^2}\), so those that cross a given level \(E>M\) had \(\varepsilon_0\) between \(\sqrt{E^2-M^2}\) and \(E\). Their number per area is

\[
\frac{g_d}{4\pi(\hbar v)^2}\left[E^2-(E^2-M^2)\right]=\frac{g_dM^2}{4\pi(\hbar v)^2}.
\]

This is independent of \(E\) and equals the number that the gapless cone held between \(0\) and \(M\). For any window that runs from midgap to a level above \(M\), as many states leave through the top as were removed from the gap.

## Two limits

**Near the edge.** For \(\hbar vk\ll M\), expand the root in (2):

\[
E_+=M\sqrt{1+\frac{(\hbar vk)^2}{M^2}}\simeq M+\frac{\hbar^2v^2k^2}{2M}
= M+\frac{\hbar^2k^2}{2m^*},\qquad m^*=\frac{M}{v^2}.
\]

Substituting \(M=m^*v^2\) in the step gives

\[
g(M^+)=\frac{g_dM}{2\pi\hbar^2v^2}=\frac{g_dm^*}{2\pi\hbar^2},
\]

the constant density of a parabolic band. For a Fermi level \(E_F\) in the upper band at zero temperature, the parabolic estimate of the electron density is \(g(M^+)(E_F-M)\). Its ratio to (3) is found by factoring \(E_F^2-M^2\):

\[
\frac{N(E_F)}{g(M^+)(E_F-M)}
=\frac{(E_F-M)(E_F+M)/2}{M(E_F-M)}=\frac{E_F+M}{2M}.
\tag{5}
\]

The parabolic count is good while \(E_F-M\ll 2M\).

**Vanishing gap.** As \(M\to0\) at fixed \(v\), the step goes to zero and \(g=g_d|E|/[2\pi(\hbar v)^2]\) holds down to \(E=0\).

## A quadratic term in the Hamiltonian

Add \(\alpha k^2\mathbb 1\) to \(H\). The eigenvectors are unchanged, and the upper band becomes \(E=\varepsilon+\alpha k^2\) with \(\varepsilon=\sqrt{(\hbar vk)^2+M^2}\). Since \(N=g_dk^2/4\pi\),

\[
g=\frac{g_d}{4\pi}\left[\frac{dE}{d(k^2)}\right]^{-1}
=\frac{g_d}{4\pi}\left[\frac{(\hbar v)^2}{2\varepsilon}+\alpha\right]^{-1}
=\frac{g_d\varepsilon}{2\pi(\hbar v)^2}\;\frac{1}{1+2\alpha\varepsilon/(\hbar v)^2},
\tag{6}
\]

provided the bracket is positive. If it changes sign at some larger \(k\), the band turns over there. Equation (6) then counts only the branch that starts at \(k=0\), and the model should not be used beyond the turning point. In the lower band \(|E|=\varepsilon-\alpha k^2\), so \(\alpha\) changes sign. The step survives with a changed height. The line does not: for \(\alpha>0\) the upper-band density bends over and approaches \(g_d/(4\pi\alpha)\). The linear law thus needs \(2|\alpha|\varepsilon\ll(\hbar v)^2\).

## Temperature

The density of states enters a transistor through the quantum capacitance \(C_q=e^2\,\partial(n-p)/\partial\mu\), where \(n\) and \(p\) are the electron and hole densities and \(\mu\) is the chemical potential measured from the local midgap. Let \(f(x)=1/(1+e^{x/k_BT})\) and \(c=g_d/[2\pi(\hbar v)^2]\). A state at \(-E\) is empty with probability \(1-f(-E-\mu)=f(E+\mu)\), so

\[
n-p=\int_M^\infty cE\,[f(E-\mu)-f(E+\mu)]\,dE=\sum_{s=\pm1}s\int_M^\infty cE\,f(E-s\mu)\,dE .
\]

Now \(\partial f(E-s\mu)/\partial\mu=-s\,\partial f(E-s\mu)/\partial E\), and \(s^2=1\). Integration by parts gives

\[
\frac{\partial(n-p)}{\partial\mu}
=-c\sum_s\int_M^\infty E\,\frac{\partial f(E-s\mu)}{\partial E}\,dE
=c\sum_s\left[M f(M-s\mu)+\int_M^\infty f(E-s\mu)\,dE\right].
\]

The boundary term at infinity vanishes. The last integral is elementary, because \(-k_BT\ln(1+e^{-x/k_BT})\) is an antiderivative of \(f(x)\):

\[
\frac{d}{dx}\left[-k_BT\ln(1+e^{-x/k_BT})\right]=\frac{e^{-x/k_BT}}{1+e^{-x/k_BT}}=f(x).
\]

Between \(x=M-s\mu\) and infinity this yields

\[
C_q=e^2c\sum_{s=\pm1}\left[M f(M-s\mu)+k_BT\ln\!\left(1+e^{(s\mu-M)/k_BT}\right)\right].
\tag{7}
\]

For \(T\to0\) and \(\mu>M\) the \(s=+1\) term gives \(M+(\mu-M)=\mu\), and \(C_q=e^2g(\mu)\). The step is resolved when \(k_BT\ll M\).

## Example: gapped graphene

Graphene aligned on hexagonal boron nitride is described here by rough typical values: \(v=10^6\) m/s, a gap of 50 meV and \(g_d=4\). Then \(\hbar v=0.658\) eV nm, \(M=0.025\) eV and \(m^*=0.0044\,m_e\). The slope is

\[
c=\frac{4}{2\pi(0.658\ \text{eV nm})^2}=1.47\ \text{eV}^{-2}\text{nm}^{-2}
=1.47\times10^{14}\ \text{eV}^{-2}\text{cm}^{-2},
\]

and the step is \(0.025\,c=3.67\times10^{12}\) eV\(^{-1}\)cm\(^{-2}\). Multiplied by \(e^2\), this is a quantum capacitance of 0.589 µF/cm². Equations (1), (3) and (4) give, at zero temperature:

| \(E\) (meV) | \((dE/dk)/\hbar v\) | \(g\) (10¹² eV⁻¹cm⁻²) | \(n\) (10¹² cm⁻²) |
|---|---|---|---|
| 25 | 0 | 3.67 | 0 |
| 50 | 0.866 | 7.35 | 0.138 |
| 100 | 0.968 | 14.69 | 0.689 |

At 100 meV the density of states is four times the step. The parabolic count gives \(3.674\times0.075=0.276\) in units of 10¹² cm⁻², too small by the factor \((100+25)/50=2.5\) of (5).

The line can also be seen in a direct count. The matrix \(H\) was diagonalized at the allowed wave vectors of a periodic square of side 8000 nm, and the upper-band states between 25 and 100 meV were sorted into five equal bins. The bins centred at 32.5, 62.5 and 92.5 meV gave 4.77, 9.18 and 13.60 in the units of the table; equation (1) gives 4.78, 9.18 and 13.59. A straight line fitted to all five bins crosses zero at 0.09 meV, close to midgap and far from the edge at 25 meV. The small differences arise because a finite grid of points stands in for an area. For sides between 2000 and 24000 nm the crossing scatters between −0.06 and 0.17 meV, and the largest deviation of a bin falls from 0.7% to 0.02%.

## What the real sheet changes

**Lattice.** In a honeycomb lattice with nearest-neighbour hopping \(t\), the two sublattices are coupled by \(t(1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2})\), with \(\mathbf a_{1,2}=a(\pm\tfrac12,\tfrac{\sqrt3}2)\). At the valley centre the two phase factors are \(e^{\pm2\pi i/3}\) and the sum vanishes. To first order in the displacement \(\mathbf q\) from that point the coupling is

\[
it\left[\mathbf q\cdot\mathbf a_1e^{2\pi i/3}+\mathbf q\cdot\mathbf a_2e^{-2\pi i/3}\right]
=-\tfrac{\sqrt3}{2}ta\,(q_x+iq_y),
\]

so \(\hbar v=\sqrt3\,ta/2\). With \(a=0.246\) nm this needs \(t=3.09\) eV. Site energies \(\pm M\) open the gap. The density of states was found by locating the energy contours numerically and differencing the areas they enclose. It exceeds (1) by 0.03% at 100 meV and by 0.9% at 500 meV. The contour at 100 meV is warped by 1% between its largest and smallest radius. The area feels this less, because threefold symmetry makes the leading radial distortion vary as \(\cos3\theta\), up to a choice of axis, and its angular average is zero.

**Quadratic term.** A free electron has \(\alpha=\hbar^2/2m_e=0.0381\) eV nm². Remote bands can change both its size and its sign, so it serves here as an illustration and not as a prediction. At the wave vector where \(\varepsilon=100\) meV, equation (6) gives the factor \(1/(1+0.0176)=0.983\), a reduction of 1.7% at fixed \(k\).

**Temperature.** Equation (7) gives, in µF/cm²:

| \(T\) | \(\mu=0\) | \(\mu=25\) meV | \(\mu=100\) meV |
|---|---|---|---|
| 4 K | 0.000 | 0.300 | 2.354 |
| 300 K | 0.717 | 0.873 | 2.366 |

At 4 K the value at the edge is close to half the step, since \(f(0)=1/2\). At 300 K, \(k_BT=25.9\) meV is as large as \(M\), and the midgap value exceeds the zero-temperature step of 0.589. The step is then not visible as a step, while the value at 100 meV has moved by only 0.5%.

**Potential fluctuations.** Let the local midgap vary with a Gaussian distribution of rms \(s\), slowly on both \(\hbar v/M\approx26\) nm and \(\hbar v/\sqrt{2Ms}\), so that a local density of states can be used. The second length is the parabolic estimate of the inverse wave vector at an energy \(s\) above the edge. It grows as \(s\) falls and is 29 nm for \(s=10\) meV, where the full band (2) gives 27 nm. Both bands contribute equally to the average at midgap:

\[
\bar g(0)=2c\int_M^\infty U\,\frac{e^{-U^2/2s^2}}{s\sqrt{2\pi}}\,dU
=\frac{2cs}{\sqrt{2\pi}}\,e^{-M^2/2s^2}.
\]

Relative to the step \(cM\) this is \(\sqrt{2/\pi}\,(s/M)e^{-M^2/2s^2}\). For an assumed \(s=10\) meV it equals 0.014. At the nominal edge the upper band supplies \(c\int_0^\infty(M+x)P(x)\,dx=c(M/2+s/\sqrt{2\pi})\), where \(P\) is the same Gaussian. This is 0.66 of the step; the lower band lies five rms widths away and adds a negligible amount. The jump becomes a rise some tens of meV wide.

**Tunnelling.** In a uniform field \(F\) along \(x\), a state at fixed energy has the local energy \(eFx\) from midgap, with \(x\) counted from the point where the two coincide. For \(k_y=0\), equation (2) gives \((\hbar vk_x)^2=(eFx)^2-M^2\). Where this is negative the wave decays at the rate \(\kappa=\sqrt{M^2-(eFx)^2}/\hbar v\). With \(u=eFx\), the leading exponential of the transmission probability is

\[
P\simeq\exp\!\left[-\frac{2}{\hbar v\,eF}\int_{-M}^{M}\!\sqrt{M^2-u^2}\,du\right]
=\exp\!\left[-\frac{\pi M^2}{\hbar v\,eF}\right],
\]

the integral being a half disc of area \(\pi M^2/2\). At 0.01 MV/cm, which is 1 V across 1 µm, the exponent is 2.98 and \(P=0.051\). Numerical integration of the time-dependent equation, with \(k_x\) driven through the gap at the rate \(eF/\hbar\), gives the same 0.051, so the prefactor is close to one here. At this field the gap leaks. The field also blurs the band edge. The energy scale of the blurring follows from setting the potential drop \(eF/k\) over a length \(1/k\) equal to the kinetic energy \((\hbar vk)^2/2M\), which gives \([(\hbar v\,eF)^2/2M]^{1/3}=20.5\) meV. This is close to the half gap, so the field-free density of states is only a rough guide near the edge.

**Superlattice.** For a moiré period \(\ell=14\) nm, the shortest reciprocal vector is \(G=4\pi/(\sqrt3\,\ell)\). Its zone boundary is first reached at \(k=G/2\), where (2) gives 172 meV. This is only an upper bound, because the moiré potential distorts the bands well before the boundary. Take an unrelaxed continuum model with interlayer coupling 0.152 eV, boron and nitrogen site energies of 3.34 and −1.40 eV, and a half gap kept near 25 meV. One band lies about 10% above (1), nearly uniformly, as a lower velocity would give. The other lies 15 to 20% above at 50 meV and 30 to 45% above at 100 meV, and it reaches the zone boundary near 130 meV. In an aligned sample the straight line and the symmetry \(g(-E)=g(E)\) are therefore only approximate at 100 meV.

## Comparison with real channels

The velocity, the gap of some tens of meV and the moiré period are of the right size for well-aligned graphene on boron nitride, but the gap varies between samples. Electron interactions can also change \(v\). They make \(v\) and \(M\) depend on \(k\), so the line bends as well as tilts. An exchange estimate at neutrality with a dielectric constant of 8 to 15 shifts \(g/(c|E|)\) by 8 to 16% between the edge and 100 meV, and it moves the zero of a fitted line 4 to 7 meV above midgap. Since \(g\propto v^{-2}\) at fixed energy, a velocity 10% higher lowers the density above the edge by 17%. At room temperature \(k_BT\) is as large as the half gap, so the model gap does not turn the carriers off, although (1) itself is unchanged by the thermal occupation.

Monolayer MoS₂ lies in the opposite regime. Rough parameters, fitted to density-functional bands, are \(\hbar v=0.35\) eV nm and a gap of 1.7 eV, so \(M=0.85\) eV; the quasiparticle gap is larger. The Dirac step is \(1.10\times10^{14}\) eV\(^{-1}\)cm\(^{-2}\) per copy. Within \(k_BT\) of the edge at 300 K the linear growth adds only \(0.0259/0.85=3\%\), so without a quadratic term the band looks almost like a constant step. But the free-electron value of \(\alpha\) now multiplies the conduction-band step by

\[
\frac{1}{1+2(0.0381)(0.85)/(0.35)^2}=0.65 .
\]

A quadratic term of this size is no small correction, and the step height must come from the actual edge mass. The factor 0.65 is an illustration and not the value for MoS₂: the Dirac mass here is \(0.53\,m_e\), while a three-band tight-binding model gives about \(0.45\,m_e\) for the conduction edge and \(0.6\,m_e\) for the top valence edge. Spin-orbit coupling also splits the valence-band edge in each valley by more than \(k_BT\) at room temperature. The top valence step then has two copies, one per valley, instead of four. A heavier valence maximum at \(\Gamma\), absent from the Dirac model, lies of order 0.1 eV lower and adds a larger step there. A finite step remains in both bands as long as their edges are quadratic; its height and the slope above it are no longer fixed by \(v\) and the gap alone.

All numerical values are calculated from the stated model.
